# Why a reverse-biased junction lets a silicon Raman laser run continuously

**Q.** My silicon waveguide shows Raman gain with short pump pulses. With a continuous pump the gain disappears, and more power makes things worse. If gain grows with pump intensity, why can't I simply pump harder?

**A.** Because a loss grows faster than the gain. Let $I$ be the pump intensity and $S$ the Stokes intensity, both travelling along $z$ in one mode with the same polarization. Raman scattering contributes $gIS$ to $dS/dz$. Two-photon absorption, with coefficient $\beta$, takes something back at once, and it also leaves free carriers that absorb later.

For the immediate part, write the field envelope as $A=A_p+A_se^{-i\Omega t}$, with $|A_p|^2=I$, $|A_s|^2=S$ and $\Omega$ the frequency difference. Two-photon absorption gives $dA/dz=-(\beta/2)|A|^2A$. In the product $AAA^*$, the terms oscillating as $e^{-i\Omega t}$ are $|A_s|^2A_s$ and $2|A_p|^2A_s$. The 2 arises because $A_s$ can come from either of the two unconjugated factors. Hence

$$\frac{dA_s}{dz}=-\frac{\beta}{2}(S+2I)A_s,$$

$$\frac{dS}{dz}=2\,\mathrm{Re}\left(A_s^*\frac{dA_s}{dz}\right)=-\beta S^2-2\beta IS .$$

For a weak Stokes wave the $S^2$ term drops out. The pump then acts through the linear coefficient $a=g-2\beta$. If $a\le0$, there is no net gain whatever happens to the carriers, so I take $a>0$.

**Q.** That is still linear in the pump. Where does the faster loss come from?

**A.** From the carriers. The pump loses power $\beta I^2$ per unit volume, and each electron-hole pair costs two photons of energy $\hbar\omega_p$. If carriers leave the mode with a constant effective lifetime $\tau$, their density obeys

$$\frac{dN}{dt}=\frac{\beta I^2}{2\hbar\omega_p}-\frac{N}{\tau}.$$

Setting the derivative to zero gives $N=\tau\beta I^2/(2\hbar\omega_p)$. With $\sigma_s$ the absorption cross section per pair at the Stokes wavelength and $\alpha$ the linear loss, the net gain per length is

$$\gamma(I)=-\alpha+aI-\kappa\tau I^2,\qquad \kappa=\frac{\sigma_s\beta}{2\hbar\omega_p}.$$

The ratio of carrier loss to linear gain is $\kappa\tau I/a$, which rises with pump intensity. That is why pumping harder eventually fails. This formula assumes a steady state and a lifetime that does not depend on $N$.

**Q.** Then there must be a best pump intensity. Is the gain there positive?

**A.** Complete the square:

$$\gamma(I)=\frac{a^2}{4\kappa\tau}-\alpha-\kappa\tau\left(I-\frac{a}{2\kappa\tau}\right)^2 .$$

The last term is never positive, so the best intensity is $a/(2\kappa\tau)$ and the peak is $a^2/(4\kappa\tau)-\alpha$. It is positive if

$$\tau<\frac{a^2}{4\kappa\alpha}.$$

A long lifetime lowers the whole peak, and no choice of pump power repairs that.

**Q.** Please put numbers on it.

**A.** I use round parameters of silicon-like size, in laboratory units: $g=10$ cm/GW, $\beta=0.5$ cm/GW and $\alpha=0.1$ cm⁻¹. The pump is at 1550 nm and the Stokes wave at 1686 nm. The pump cross section is $\sigma_p=1.5\times10^{-17}$ cm². Taking Drude absorption proportional to wavelength squared,

$$\sigma_s=1.5\times10^{-17}\left(\frac{1686}{1550}\right)^2\approx1.775\times10^{-17}\ \text{cm}^2 .$$

This gives $\kappa=3.462\times10^{-8}$ cm³ W⁻² s⁻¹. Since $a=10-2(0.5)=9$ cm/GW, the lifetime limit is

$$\frac{(9\times10^{-9})^2}{4(3.462\times10^{-8})(0.1)}\ \text{s}\approx5.85\ \text{ns}.$$

Now compare two lifetimes at 50 MW/cm². The gain before carrier loss is $0.45-0.10=0.35$ cm⁻¹ in both cases. The carrier loss $\kappa\tau I^2$ is 1.73 cm⁻¹ for 20 ns, but 0.087 cm⁻¹ for 1 ns. Even at its own best intensity, 6.5 MW/cm², the 20 ns guide has a net gain of $-0.071$ cm⁻¹. The 1 ns guide peaks at $+0.485$ cm⁻¹.

**Q.** Positive local gain is not yet a laser. What does a cavity demand?

**A.** Take a ring of length $L$ in which the Stokes wave circulates one way and keeps a fraction $R$ of its intensity at the coupler. The pump passes once. A steady laser needs $S(0)=RS(L)$, so the gain integrated over the ring must equal $\ln(1/R)$.

At finite $S$, the Stokes wave suffers the extra loss $\beta S$ and creates additional carriers. Its local gain therefore cannot exceed $\gamma(I)$, which cannot exceed the peak. Integrating over the ring gives

$$\ln\frac1R\le L\left(\frac{a^2}{4\kappa\tau}-\alpha\right).$$

Equality would require the best pump intensity everywhere, which linear loss forbids. Rearranging gives a necessary condition for every pump profile:

$$\tau<\frac{a^2}{4\kappa[\alpha+\ln(1/R)/L]} .$$

For $L=4$ cm and $R=0.8$, the ring loss is $0.2231/4=0.0558$ cm⁻¹. The bound is about 3.75 ns, so a 20 ns ring cannot lase continuously at any pump power in this model.

**Q.** Is a lifetime below that bound enough?

**A.** Not necessarily, because the pump decays:

$$\frac{dI}{dz}=-I(\alpha+\beta I+\sigma_pN).$$

Integrating this together with $\gamma(I)$, and choosing the best input power, gives a limit of 3.49 ns for growth from a weak Stokes wave. Between 3.49 and 3.75 ns, my argument does not exclude a laser state that needs a strong initial Stokes wave.

At 1 ns the weak-wave threshold is 23.6 MW/cm², or 0.354 W in a mode area of 1.5 µm². Without carrier absorption it would be 21.4 MW/cm². A 1 ns lifetime thus raises the threshold by only about 10%.

There is also an upper cutoff, at about 1600 MW/cm² of input. The roots of $\gamma(I)=0$,

$$I_\pm=\frac{a\pm\sqrt{a^2-4\alpha\kappa\tau}}{2\kappa\tau},$$

are about 12 and 248 MW/cm² at 1 ns. An input far above $I_+$ can still lase because the pump decays into this window further along the ring. I would not trust the cutoff as a device prediction, since a constant lifetime is doubtful at such carrier densities.

**Q.** Why did my long-lifetime guide amplify with pulses?

**A.** Carriers need time to accumulate. For a constant pump switched on at $t=0$ with $N(0)=0$, the rate equation gives

$$N(t)=\frac{\tau\beta I^2}{2\hbar\omega_p}\left(1-e^{-t/\tau}\right).$$

For $t\ll\tau$ the carrier loss is $\kappa I^2t$, which does not depend on $\tau$. A short pulse that finds the guide empty of carriers therefore cannot tell a 20 ns guide from a longer-lived one. In a pulse train, the guide is nearly empty again only if the spacing is several lifetimes. Gain can survive a closer spacing, provided the total carrier absorption stays below $aI-\alpha$. Gain ends when $\kappa\tau I^2(1-e^{-t/\tau})=aI-\alpha$. Isolating the exponential and taking the logarithm,

$$t_{\rm off}=-\tau\ln\left(1-\frac{aI-\alpha}{\kappa\tau I^2}\right).$$

At 50 MW/cm² and 20 ns, this is $-20\ln(1-0.35/1.731)\approx4.5$ ns. At 1 ns the carrier loss never reaches 0.35 cm⁻¹, so there is no such time and the gain persists.

**Q.** Does the laser really settle to a steady output once the Stokes wave becomes strong?

**A.** To answer that, pump depletion and the carriers made by the Stokes wave must be included. Let $q=\omega_p/\omega_s=1686/1550\approx1.088$. Each Stokes photon gained by Raman scattering costs one pump photon, which carries $q$ times its energy. Each mixed two-photon event removes one photon of each kind, and the same factor keeps that count balanced. Thus

$$\frac{dI}{dz}=-I[\alpha+\beta I+q(g+2\beta)S+\sigma_pN],$$

$$\frac{dS}{dz}=S[-\alpha+aI-\beta S-\sigma_sN].$$

The mixed events occur at a rate $2\beta IS/(\hbar\omega_s)$, so the pair generation rate is

$$G=\beta\left(\frac{I^2}{2\hbar\omega_p}+\frac{S^2}{2\hbar\omega_s}+\frac{2IS}{\hbar\omega_s}\right).$$

I followed both waves and the carriers in time, with a 50 MW/cm² pump and a constant Stokes seed of 1 W/cm². At 1 ns the output settles at 2.50 MW/cm², or 37.6 mW. A separate solution of the steady ring equations agrees within the 1% test tolerance. At 20 ns the output rises briefly to 6.3 W/cm² and then falls to 0.11 W/cm². That remainder is the seed leaking through a lossy ring. The model follows intensities only. It leaves out the cavity resonance and the index shifts from carriers and heat, which can make a real ring bistable or self-pulsing.

**Q.** Now the junction. How does reverse bias shorten the lifetime?

**A.** The waveguide core lies in the intrinsic region, where the field pulls electrons to one side and holes to the other. Carriers created uniformly across a mode of width $w$ travel $w/2$ on average before leaving it. Electrons stay for $w/(2v_e)$ and holes for $w/(2v_h)$. If each kind supplies half of the pair absorption, the effective lifetime is the mean of the two:

$$\tau=\frac w4\left(\frac1{v_e}+\frac1{v_h}\right).$$

This neglects recombination and diffusion. I take $1/v=1/(\mu E)+1/v_{\rm sat}$, with mobilities of 1000 and 400 cm² V⁻¹ s⁻¹ for electrons and holes, and $v_{\rm sat}=10^7$ cm/s. A total junction voltage of 20 V across 5 µm gives $E=40$ kV/cm. The inverse speeds are then $1.25\times10^{-7}$ and $1.625\times10^{-7}$ s/cm. For $w=1.5$ µm,

$$\tau=\frac{1.5\times10^{-4}}4(2.875\times10^{-7})\ \text{s}\approx10.8\ \text{ps}.$$

The bias leaves $g$ and $\beta$ unchanged in this model. It reduces the coefficient $\kappa\tau$ of the quadratic loss.

**Q.** Don't the separated carriers screen the field that removes them?

**A.** They do. Let holes drift towards $+x$, and let $f$ rise from 0 to 1 across the mode. Current continuity gives hole density $p=Gwf/v_h$ and electron density $n=Gw(1-f)/v_e$. Gauss's law, in SI form, becomes

$$\frac{dE}{dx}=\frac{eGw}{\varepsilon_r\varepsilon_0}\left(\frac f{v_h}-\frac{1-f}{v_e}\right).$$

The slope is negative on the electron side and positive on the hole side, so the field has its minimum inside the mode. The integral of $E$ across the junction must still equal the voltage.

With $\varepsilon_r=12$ and the largest generation rate in the 1 ns laser, $9.3\times10^{24}$ cm⁻³ s⁻¹, the minimum field at 20 V is 37.2 kV/cm. The lifetime rises only to 11.0 ps. At the same generation rate, the minimum field in the mode drops almost to zero when the total voltage falls to about 4.4 V. The built-in voltage of a silicon junction is roughly 1 V or less, so in this drift model it could not maintain the field by itself. Diffusion, which I left out, may still remove carriers at zero bias.

**Q.** If 1 ns already suffices, what does 11 ps buy?

**A.** Mostly output. At the same pump, the calculated output rises from 2.5 to 7.8 MW/cm², although the threshold has little room to fall. The threshold calculation contains only pump-made carriers. Above threshold, the Stokes wave adds its own. At the ring input, the pump alone creates $\kappa I^2/\sigma_s\approx4.9\times10^{24}$ pairs cm⁻³ s⁻¹, about half the total rate in the 1 ns laser. Carrier absorption therefore weighs more heavily on the running laser than on its threshold.

The stronger output also means more carriers to sweep. From $S(0)=0.8(7.8/0.2)\approx31$ MW/cm², the formula for $G$ gives about $2\times10^{25}$ cm⁻³ s⁻¹ at the input, twice the rate used for the screening calculation. At 20 V the lifetime then stays a little above 11 ps, still far below the limit, but the voltage at which the field collapses rises well above the 4.4 V found for the 1 ns laser.

**Q.** So is reverse bias indispensable?

**A.** No. The requirement is a short enough effective lifetime, together with $g>2\beta$ and a pump between the threshold and the upper cutoff. Fast recombination could meet it without bias. Real sweep-out can be much slower than this one-dimensional estimate. In a rib guide the contacts lie in the thin slab and the field inside the rib is weaker, and early reverse-biased rib lasers of about this mode size had lifetimes near 1 ns, so 11 ps is a best case. Sweep-out also produces heat: at 20 V each pair releases about 20 eV as it is swept out, against 1.6 eV supplied by the two photons that made it. For the 11 ps laser above, this comes to about 2 W, more than the 0.75 W optical pump. The model leaves out the resulting temperature rise, which could limit continuous operation. For your waveguide, the quantity to measure is therefore the carrier lifetime at the operating pump power, with the bias applied. The numerical output below lists the values used here; the unit printed there for $\kappa$ should read cm³ W⁻² s⁻¹.

## Calculated quantities

```
Raman gain coefficient g: 10 cm/GW
two-photon coefficient beta: 0.5 cm/GW
linear loss alpha: 0.1 1/cm
pump wavelength: 1550 nm
Raman shift: 15.6 THz
Stokes wavelength: 1686 nm
carrier cross section, pump: 1.5e-17 cm^2
carrier cross section, Stokes: 1.775e-17 cm^2
kappa: 3.462e-08 cm/(W^2 s)
ring length: 4 cm
Stokes fraction kept R: 0.8
group index: 4
ring loss ln(1/R): 0.2231
mode area: 1.5 um^2
long lifetime: 20 ns
short lifetime: 1 ns
local-gain lifetime limit: 5.849 ns
necessary ring lifetime limit: 3.755 ns
actual ring lifetime limit: 3.488 ns
best local pump, long lifetime: 6.499 MW/cm^2
peak local net gain, long lifetime: -0.07075 1/cm
best local pump, short lifetime: 130 MW/cm^2
peak local net gain, short lifetime: 0.4849 1/cm
chosen pump intensity: 50 MW/cm^2
chosen pump power: 0.75 W
gain before carrier loss: 0.35 1/cm
steady carrier loss, long lifetime: 1.731 1/cm
steady carrier loss, short lifetime: 0.08655 1/cm
gain duration, long lifetime: 4.518 ns
largest transit log gain, long lifetime: -0.2855
largest transit log gain, short lifetime: 1.447
threshold, short lifetime: 23.62 MW/cm^2
threshold power, short lifetime: 0.3543 W
threshold without carrier loss: 21.37 MW/cm^2
upper cutoff, short lifetime: 1608 MW/cm^2
Stokes seed: 1 W/cm^2
steady output, short lifetime: 2.504 MW/cm^2
steady output power, short lifetime: 37.56 mW
time-evolved output, short lifetime: 2.504 MW/cm^2
transient peak output, long lifetime: 6.283 W/cm^2
final output, long lifetime: 0.1085 W/cm^2
total junction voltage: 20 V
intrinsic width: 5 um
mode width: 1.5 um
electron mobility: 1000 cm^2/(V s)
hole mobility: 400 cm^2/(V s)
saturation speed: 1e+07 cm/s
relative permittivity: 12
mean junction field: 40 kV/cm
minimum screened field: 37.2 kV/cm
largest pair generation rate: 9.34e+24 1/(cm^3 s)
field-collapse voltage: 4.368 V
weak-generation swept lifetime: 10.78 ps
screened swept lifetime: 10.99 ps
steady output, swept lifetime: 7.765 MW/cm^2
```
